**Pulsed and continuous plasma density at equal mean absorbed power**

The program tests the relation ⟨n⟩/n0 = (ν_w0/⟨ν_w⟩ₙ)(ε0/ε_p) for a volume-averaged electropositive plasma. Here n is the electron density, ν_w the wall-loss frequency, ε the energy spent per electron-ion pair lost, and T the electron temperature; subscript 0 marks continuous power, subscript p pulsed power, and ⟨ ⟩ₙ a density-weighted cycle mean. Periodic states are found by time integration with Newton iteration, and the program asserts that their particle and energy budgets close and that the density gain equals the product of the two factors. It also asserts the curvature conditions behind the two inequalities, the closed afterglow law, and the return to unit gain for very fast pulsing. For a 100 µs period and 25% duty, the output shows a density gain of 1.81, made of a speed factor of 1.47 and an energy factor of 1.23. Freezing the wall-loss frequency lowers the gain to 1.36. Five changes to the model's assumptions, each applied to both pulsed and continuous operation, give gains from 1.80 to 2.08.

## Program and output

```python
"""Pulsed against continuous plasma at equal mean absorbed power.

Result under test, for a volume-averaged electropositive plasma:
  mean(n)/n0 = (nu_w0/mean nu_w) * (eps0/eps_pulsed), both factors >= 1.
n: electron density (cm^-3); T: electron temperature (eV);
nu_iz, nu_w: ionization and wall-loss frequencies per electron (1/us);
eps: energy spent per electron-ion pair lost (eV); 0 marks continuous power.
Means of nu_w are weighted by density. Time is in us.
The periodic state is found by integrating the balances in time.
"""
import math
from types import SimpleNamespace
import numpy as np
from scipy import constants as sc
from scipy.integrate import odeint, trapezoid
from scipy.optimize import brentq

US = 1e-6                         # seconds in one microsecond
E_IZ, E_EX = 16.0, 12.0           # eV
K_IZ, K_EX, K_EL = 5e-8, 4e-8, 1e-7   # cm^3/s
P_MTORR, GAS_K = 5.0, 300.0
D_EFF, VOLUME, POWER = 20.0, 1e4, 500.0   # cm, cm^3, W
MASS = 40 * sc.atomic_mass
T_GAS = sc.k * GAS_K / sc.e
N_GAS = P_MTORR * 1e-3 * sc.torr / (sc.k * GAS_K) * 1e-6
NU1 = math.sqrt(sc.e / MASS) * 100 / D_EFF * US   # wall loss at T = 1 eV
KAPPA = 2.5 + 0.5 * math.log(MASS / (2 * math.pi * sc.m_e))
DRIVE = US / (sc.e * VOLUME)      # W -> eV/(cm^3 us)
COULOMB_LOG = 10.0
NU_EI1 = (4 * math.sqrt(2 * math.pi) * 1e6 * sc.e**4 * COULOMB_LOG
          / (3 * (4 * math.pi * sc.epsilon_0)**2
             * math.sqrt(sc.m_e) * sc.e**1.5)) * US  # per cm^-3, at 1 eV

BASE = dict(elastic=1.0, ion_t=0.0, frozen=0.0, linear=0.0,
            coulomb=0.0, meta=0.0, tail=1.0)


def rates(temp, dens, c):
    """Ionization, wall loss, collisional and wall energy loss per electron."""
    nu_iz = c["tail"] * N_GAS * K_IZ * math.exp(-E_IZ / temp) * US
    nu_ex = c["tail"] * N_GAS * K_EX * math.exp(-E_EX / temp) * US
    if c["frozen"]:
        nu_w = c["frozen"]
    elif c["linear"]:
        nu_w = NU1 * temp / math.sqrt(c["linear"])
    else:
        nu_w = NU1 * math.sqrt(temp + c["ion_t"])
    transfer = 3 * sc.m_e / MASS * (temp - T_GAS)
    coll = nu_iz * E_IZ + nu_ex * E_EX
    coll += c["elastic"] * N_GAS * K_EL * US * transfer
    coll += c["coulomb"] * NU_EI1 * dens * temp**-1.5 * transfer
    coll -= c["meta"]
    return nu_iz, nu_w, coll, KAPPA * temp * nu_w


def continuous(c):
    """Temperature and density under constant power, from the balances."""
    def net(temp):
        r = rates(temp, 1e11, c)
        return r[0] - r[1]
    temp = brentq(net, 0.5, 20.0, xtol=1e-13)
    dens = 1e11
    for _ in range(60):
        r = rates(temp, dens, c)
        dens = POWER * DRIVE / (r[2] + r[3])
    return temp, dens


def rhs(y, t, power, c):
    dens, temp = math.exp(y[0]), math.exp(y[1])
    iz, wall, coll, ewall = rates(temp, dens, c)
    growth = iz - wall
    heat = power * DRIVE / dens - coll - ewall
    out = [growth, 2 * heat / (3 * temp) - growth]
    if len(y) > 2:                # running integrals for cycle means
        w = dens / 1e11
        out += [w, w * wall, w * iz, w * coll, w * ewall]
    return out


def integrate(y, times, power, c):
    return odeint(rhs, y, times, args=(power, c), rtol=1e-10, atol=1e-11,
                  mxstep=20000)


def advance(y, segments, c):
    for duration, power in segments:
        y = integrate(y, [0.0, duration], power, c)[-1]
    return np.array(y)


def periodic(segments, c=BASE):
    """Periodic state for a list of (duration, power), by Newton iteration."""
    temp0, dens0 = continuous(c)
    y = np.array([math.log(dens0), math.log(temp0)])
    for _ in range(15):
        y = advance(y, segments, c)
    for _ in range(12):
        miss = advance(y, segments, c) - y
        if np.max(np.abs(miss)) < 2e-9:
            break
        jac = np.empty((2, 2))
        for k in range(2):
            shifted = y.copy()
            shifted[k] += 1e-4
            jac[:, k] = (advance(shifted, segments, c) - shifted - miss) / 1e-4
        y = y - np.linalg.solve(jac, miss)
    assert np.max(np.abs(advance(y, segments, c) - y)) < 1e-7
    state, parts, start = np.concatenate([y, np.zeros(5)]), [], 0.0
    for duration, power in segments:
        t = np.linspace(0, duration, 401)
        sol = integrate(state, t, power, c)
        parts.append((start + t, np.exp(sol[:, 0]), np.exp(sol[:, 1])))
        state, start = sol[-1], start + duration
    s_n, s_w, s_iz, s_coll, s_wall = state[2:]
    r0 = rates(temp0, dens0, c)
    mean_n = s_n * 1e11 / start
    res = SimpleNamespace(parts=parts, mean_n=mean_n, gain=mean_n / dens0)
    res.nu_w = s_w / s_n
    res.e_coll, res.e_wall = s_coll / s_w, s_wall / s_w
    res.speed = r0[1] / res.nu_w
    res.energy = (r0[2] + r0[3]) / r0[1] / (res.e_coll + res.e_wall)
    all_t = np.concatenate([p[2] for p in parts])
    res.t_min, res.t_max = all_t.min(), all_t.max()
    # the particle and energy budgets must close over the cycle
    assert abs(s_iz / s_w - 1) < 1e-4
    supplied = sum(d * p for d, p in segments) * DRIVE / 1e11
    assert abs((s_coll + s_wall) / supplied - 1) < 1e-4
    # the density gain must equal the product of the two factors
    assert abs(res.gain / (res.speed * res.energy) - 1) < 2e-4
    by_samples = sum(trapezoid(p[1], p[0]) for p in parts) / start
    assert abs(by_samples / mean_n - 1) < 1e-3
    return res


def square(period, duty):
    return [(period * duty, POWER / duty), (period * (1 - duty), 0.0)]


# Continuous state: algebraic balance against long time integration
T0, N0 = continuous(BASE)
R0 = rates(T0, N0, BASE)
late = integrate([math.log(3e10), math.log(4.0)], [0.0, 5000.0],
                 POWER, BASE)[-1]
assert abs(math.exp(late[0]) / N0 - 1) < 1e-5
assert abs(math.exp(late[1]) / T0 - 1) < 1e-5

# Curvature conditions behind the two inequalities
grid = np.linspace(0.1, 15.0, 2981)
mid = 0.5 * (grid[1:] + grid[:-1])
table = np.array([rates(x, N0, BASE) for x in grid])
slope_iz = np.diff(table[:, 0]) / np.diff(table[:, 1])
limit_speed = 2 * E_IZ / 3
assert np.all(np.diff(slope_iz[mid < limit_speed - 0.02]) > 0)
assert abs(mid[np.argmax(slope_iz)] - limit_speed) < 0.03
ratio = table[:, 0] / table[:, 1]
pair_energy = (table[:, 2] + table[:, 3]) / table[:, 1]
limit_energy = E_IZ * (3 - math.sqrt(6)) / 1.5
slope_pair = np.diff(pair_energy) / np.diff(ratio)
assert np.all(np.diff(slope_pair[mid < limit_energy]) < 0)
slope_wall = np.diff(table[:, 3] / table[:, 1]) / np.diff(ratio)
assert abs(mid[np.argmin(slope_wall)] - limit_energy) < 0.03

# Closed afterglow law against integration, without and with elastic loss
t_test, T1 = 75.0, 0.6
a_cool = (KAPPA - 1.5) * NU1 * math.sqrt(T1) / 3
exponent = 3 / (2 * KAPPA - 3)
law_t = T1 / (1 + a_cool * t_test)**2
law_n = (law_t / T1)**exponent
for elastic, tol in ((0.0, 1e-3), (1.0, 0.06)):
    end = integrate([0.0, math.log(T1)], [0.0, t_test], 0.0,
                    dict(BASE, elastic=elastic))[-1]
    assert abs(math.exp(end[1]) / law_t - 1) < tol
    assert abs(math.exp(end[0]) / law_n - 1) < tol

# Main example and scans
PERIOD, DUTY = 100.0, 0.25
main = periodic(square(PERIOD, DUTY))
scan = {(p, d): periodic(square(p, d)) for p, d in
        ((0.2, .25), (10., .25), (30., .25), (200., .25), (300., .25),
         (100., .5), (100., .1))}
assert abs(scan[(0.2, .25)].gain - 1) < 0.01
rng = np.random.default_rng(7)
irregular = []
for _ in range(4):
    level = rng.random(4)
    level *= POWER / level.mean()
    irregular.append(periodic([(25.0, p) for p in level]))
for res in [main, *scan.values(), *irregular]:
    assert res.speed > 1 - 1e-4 and res.energy > 1 - 1e-4
    assert T_GAS < res.t_min and res.t_max < limit_energy
for res in [main, *irregular]:
    assert res.gain > 1.001

# Cause removed: wall-loss frequency no longer follows temperature
frozen = periodic(square(PERIOD, DUTY), dict(BASE, frozen=R0[1]))
assert abs(frozen.speed - 1) < 1e-6
assert 1 < frozen.gain < main.gain

# Neglected effects, each applied to pulsed and continuous operation
META_N, META_K, TAIL = 1e11, 1e-9, 0.3
changes = {
    "ion temperature in wall speed": dict(ion_t=T_GAS),
    "wall loss proportional to T": dict(linear=T0),
    "Coulomb cooling on ions": dict(coulomb=1.0),
    "metastable heating": dict(meta=META_N * META_K * E_EX * US),
    "depleted electron tail": dict(tail=TAIL)}
altered = {name: periodic(square(PERIOD, DUTY), dict(BASE, **change))
           for name, change in changes.items()}
assert all(res.gain > 1 for res in altered.values())
K3 = 1e-26                        # cm^6/s at 1 eV, rough; scales as T^-4.5
recomb = max(np.max(K3 * p[2]**-4.5 * p[1]**2 * US / (NU1 * np.sqrt(p[2])))
             for p in main.parts)
assert recomb < 0.01
nu_bulk = NU_EI1 * N0 * T0**-1.5
nu_tail = nu_bulk * (E_IZ / (1.5 * T0))**-1.5

t_off, n_off, T_off = main.parts[1]
t_off = t_off - t_off[0]
print(f"Gas: {P_MTORR:.0f} mTorr, {GAS_K:.0f} K, density {N_GAS:.3e} cm^-3")
print(f"Ion mass {MASS/sc.atomic_mass:.0f} u; V/A_eff {D_EFF:.0f} cm")
print(f"Volume {VOLUME:.0f} cm^3; mean power {POWER:.0f} W")
print(f"Ionization {E_IZ:.0f} eV, prefactor {K_IZ:.1e} cm^3/s")
print(f"Excitation {E_EX:.0f} eV, prefactor {K_EX:.1e} cm^3/s")
print(f"Elastic rate coefficient {K_EL:.1e} cm^3/s")
print(f"Wall energy per pair / T (kappa): {KAPPA:.3f}")
print(f"Continuous: T0 {T0:.3f} eV, n0 {N0:.3e} cm^-3")
print(f"Continuous wall-loss frequency {R0[1]*1e3:.2f} 1/ms")
print(f"Continuous wall-loss time {1/R0[1]:.1f} us")
print(f"Continuous electron cooling time {1.5*T0/(R0[2]+R0[3]):.2f} us")
print(f"Continuous pair energy: collisions {R0[2]/R0[1]:.2f} eV, "
      f"wall {R0[3]/R0[1]:.2f} eV, sum {(R0[2]+R0[3])/R0[1]:.2f} eV")
print(f"Pulse: period {PERIOD:.0f} us, duty {DUTY:.2f}, "
      f"peak power {POWER/DUTY:.0f} W")
print(f"Pulsed mean density {main.mean_n:.3e} cm^-3")
print(f"Density gain {main.gain:.3f} = speed factor {main.speed:.3f}"
      f" x energy factor {main.energy:.3f}")
print(f"Pulsed mean wall-loss frequency {main.nu_w*1e3:.2f} 1/ms")
print(f"Pulsed pair energy: collisions {main.e_coll:.2f} eV, "
      f"wall {main.e_wall:.2f} eV, sum {main.e_coll+main.e_wall:.2f} eV")
print(f"Pulsed T range {main.t_min:.3f} to {main.t_max:.3f} eV")
for t in (0, 5, 25, 75):
    print(f"Afterglow {t} us: T {np.interp(t, t_off, T_off):.3f} eV, "
          f"n {np.interp(t, t_off, n_off):.3e} cm^-3")
print(f"Density fraction left after off time {n_off[-1]/n_off[0]:.3f}")
print(f"Fraction left if loss stayed at continuous rate "
      f"{math.exp(-R0[1]*t_off[-1]):.3f}")
print(f"Late-afterglow exponent in n ~ T^s: s = {exponent:.3f}")
print(f"Law from {T1:.1f} eV after {t_test:.0f} us: T {law_t:.4f} eV, "
      f"density fraction {law_n:.3f}")
print(f"Sufficient T limits: speed {limit_speed:.2f} eV, "
      f"energy {limit_energy:.2f} eV")
for (p, d), res in scan.items():
    print(f"Period {p:g} us, duty {d:.2f}: gain {res.gain:.4f}, speed "
          f"{res.speed:.4f}, energy {res.energy:.4f}")
print("Irregular waveform gains: "
      + ", ".join(f"{res.gain:.3f}" for res in irregular))
print(f"Frozen wall-loss frequency: gain {frozen.gain:.3f}")
for name, res in altered.items():
    print(f"With {name}: gain {res.gain:.3f}")
print(f"Metastables: {META_N:.0e} cm^-3, quenching {META_K:.0e} cm^3/s")
print(f"Tail rate multiplier {TAIL:.1f}; Coulomb logarithm {COULOMB_LOG:.0f}")
print(f"Largest recombination / wall-loss ratio {recomb:.1e}")
print(f"Coulomb collision rate: bulk {nu_bulk:.2f} 1/us, "
      f"at {E_IZ:.0f} eV {nu_tail:.2f} 1/us")
print(f"Inelastic rate scale for tail {N_GAS*K_EX*US:.2f} 1/us")
print(f"Gas temperature {T_GAS:.4f} eV")
print("checks complete")
```

Printed output:

```
Gas: 5 mTorr, 300 K, density 1.609e+14 cm^-3
Ion mass 40 u; V/A_eff 20 cm
Volume 10000 cm^3; mean power 500 W
Ionization 16 eV, prefactor 5.0e-08 cm^3/s
Excitation 12 eV, prefactor 4.0e-08 cm^3/s
Elastic rate coefficient 1.0e-07 cm^3/s
Wall energy per pair / T (kappa): 7.180
Continuous: T0 2.464 eV, n0 3.103e+11 cm^-3
Continuous wall-loss frequency 12.19 1/ms
Continuous wall-loss time 82.0 us
Continuous electron cooling time 3.68 us
Continuous pair energy: collisions 64.79 eV, wall 17.69 eV, sum 82.49 eV
Pulse: period 100 us, duty 0.25, peak power 2000 W
Pulsed mean density 5.612e+11 cm^-3
Density gain 1.808 = speed factor 1.470 x energy factor 1.230
Pulsed mean wall-loss frequency 8.29 1/ms
Pulsed pair energy: collisions 54.75 eV, wall 12.30 eV, sum 67.05 eV
Pulsed T range 0.284 to 3.069 eV
Afterglow 0 us: T 2.783 eV, n 7.138e+11 cm^-3
Afterglow 5 us: T 1.538 eV, n 6.879e+11 cm^-3
Afterglow 25 us: T 0.791 eV, n 5.858e+11 cm^-3
Afterglow 75 us: T 0.284 eV, n 4.496e+11 cm^-3
Density fraction left after off time 0.630
Fraction left if loss stayed at continuous rate 0.401
Late-afterglow exponent in n ~ T^s: s = 0.264
Law from 0.6 eV after 75 us: T 0.1745 eV, density fraction 0.722
Sufficient T limits: speed 10.67 eV, energy 5.87 eV
Period 0.2 us, duty 0.25: gain 1.0005, speed 1.0002, energy 1.0004
Period 10 us, duty 0.25: gain 1.2838, speed 1.1072, energy 1.1595
Period 30 us, duty 0.25: gain 1.5074, speed 1.2296, energy 1.2260
Period 200 us, duty 0.25: gain 1.9849, speed 1.6548, energy 1.1995
Period 300 us, duty 0.25: gain 2.0580, speed 1.7549, energy 1.1727
Period 100 us, duty 0.50: gain 1.3488, speed 1.2149, energy 1.1101
Period 100 us, duty 0.10: gain 2.4239, speed 1.7197, energy 1.4095
Irregular waveform gains: 1.034, 1.141, 1.031, 1.013
Frozen wall-loss frequency: gain 1.364
With ion temperature in wall speed: gain 1.801
With wall loss proportional to T: gain 2.078
With Coulomb cooling on ions: gain 1.814
With metastable heating: gain 1.799
With depleted electron tail: gain 1.811
Metastables: 1e+11 cm^-3, quenching 1e-09 cm^3/s
Tail rate multiplier 0.3; Coulomb logarithm 10
Largest recombination / wall-loss ratio 1.4e-04
Coulomb collision rate: bulk 2.33 1/us, at 16 eV 0.26 1/us
Inelastic rate scale for tail 6.44 1/us
Gas temperature 0.0259 eV
checks complete
```
